# Why cubic magnetic anisotropy begins at fourth order in spin-orbit coupling, part 2

How does the energy of a magnetic ion in a cubic crystal depend on its spin direction, the unit vector $\mathbf n$? Write $E(\mathbf n)=\sum_k\xi^kE_k(\mathbf n)$, with spin-orbit constant $\xi$ and angular momenta in units of $\hbar$. A rotation count shows that $E_k$ is a polynomial of degree at most $k$ in $\mathbf n$. With cubic symmetry, orders one to three are then constant, and the fourth may contain

$$Q=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2 .$$

The pure rank-4 function is proportional to $1-5Q$. The cubic constant $K_1$ is the coefficient of $Q$ in the whole energy, so $K_1=\kappa_4\xi^4+\kappa_5\xi^5+\dots$

The direct expansion treats five independent electrons filling the majority-spin $d$ shell. The orbital energy matrix $h$ is 0 for $t_{2g}$ and $D$ for $e_g$. Majority levels (↑) are shifted by $-\Delta/2$ and minority levels (↓) by $+\Delta/2$, with $|D|<\Delta$.

In the frame of $\mathbf n$, $L_{\mathbf n}=\mathbf n\cdot\mathbf L$ and $L_+$ is the raising operator. The operator $w=\tfrac12L_+$ carries a majority electron to a minority orbital. $G$ divides each matrix element by its excitation energy, $Z=Gw$ and $Y=L_{\mathbf n}Z+ZL_{\mathbf n}$. The factors supplied by $G$ are

$$p=\frac1\Delta\ (t_{2g}\to t_{2g}),\quad q=\frac1{\Delta+D}\ (t_{2g}\to e_g),\quad r=\frac1{\Delta-D}\ (e_g\to t_{2g}),$$

and $p$ also for $e_g\to e_g$. The energies are $E_2=-\operatorname{tr}w^\dagger Z$ and

$$E_4=-\tfrac14\operatorname{tr}Y^\dagger GY+\operatorname{tr}Z^\dagger Zw^\dagger Z=c+\kappa_4Q,$$

where $c$ is a constant. Since $Q=0$ along $[001]$ and $Q=1/3$ along $[111]$, $\kappa_4=3(E_4[111]-E_4[001])$.

Without an exchange field, an orbital singlet needs spin $S\geq2$ for cubic splitting. For $S=5/2$ the level splits into a quartet and a doublet, and a fully aligned spin has

$$K_1=-\tfrac56\,(E_{\rm quartet}-E_{\rm doublet}).$$

### Spin along [001]

Let $|m\rangle$ be the eigenstates of $L_{\mathbf n}$. Here $t_{2g}$ contains $|\pm1\rangle$ and $b=(|2\rangle-|{-2}\rangle)/\sqrt2$, while $e_g$ contains $|0\rangle$ and $c=(|2\rangle+|{-2}\rangle)/\sqrt2$. The ladder coefficients of $L_+$ from $m=-2$ upwards are $2,\sqrt6,\sqrt6,2$. Therefore

$$\begin{aligned}
Zb&=-\tfrac{p}{\sqrt2}|{-1}\rangle,& Yb&=\tfrac{p+2r}{\sqrt2}|{-1}\rangle,\\
Zc&=\tfrac{r}{\sqrt2}|{-1}\rangle,& Yc&=-\tfrac{r+2p}{\sqrt2}|{-1}\rangle,\\
Z|{-1}\rangle&=\tfrac{\sqrt6}{2}q|0\rangle,& Y|{-1}\rangle&=-\tfrac{\sqrt6}{2}q|0\rangle,\\
Z|0\rangle&=\tfrac{\sqrt6}{2}r|1\rangle,& Y|0\rangle&=\tfrac{\sqrt6}{2}r|1\rangle,\\
Z|1\rangle&=\tfrac{pb+qc}{\sqrt2},& Y|1\rangle&=\tfrac{(p+2q)b+(q+2p)c}{\sqrt2}.
\end{aligned}$$

The $Y$ column uses $L_{\mathbf n}b=2c$ and $L_{\mathbf n}c=2b$. Setting $p=q=r=1$ in $Z$ recovers $w$. Squaring the elements of $Y$ and weighting each by its factor gives

$$\begin{aligned}
\operatorname{tr}Y^\dagger GY&=\tfrac12\big[p(p+2r)^2+r(r+2p)^2+p(p+2q)^2+q(q+2p)^2\big]+\tfrac32(q^3+r^3)\\
&=p^3+4p^2(q+r)+4p(q^2+r^2)+2(q^3+r^3).
\end{aligned}$$

The other trace is $\sum_{ij}\langle Zi|Zj\rangle\langle wj|Zi\rangle$. Its diagonal terms and the cross terms between $b$ and $c$ give

$$\begin{aligned}
\operatorname{tr}Z^\dagger Zw^\dagger Z&=\tfrac14\big[p^3+r^3+9q^3+9r^3+(p^2+q^2)(p+q)+pr(p+r)\big]\\
&=\tfrac12p^3+\tfrac52(q^3+r^3)+\tfrac14p^2(q+r)+\tfrac14p(q^2+r^2).
\end{aligned}$$

### Spin along [111]

Use axes $x'=(2x-y-z)/\sqrt6$, $y'=(y-z)/\sqrt2$, $z'=(x+y+z)/\sqrt3$. With $\omega=e^{2\pi i/3}$, the $e_g$ function $x^2+\omega y^2+\omega^2z^2$ becomes $\tfrac12(x'-iy')^2+\sqrt2\,z'(x'+iy')$. Normalized with the usual signs of spherical harmonics, it and its conjugate are

$$e_v=\tfrac1{\sqrt3}|{-2}\rangle-\sqrt{\tfrac23}|1\rangle,\qquad e_u=\tfrac1{\sqrt3}|2\rangle+\sqrt{\tfrac23}|{-1}\rangle .$$

The orthogonal $t_{2g}$ states are $|0\rangle$, $t_v=\sqrt{2/3}|{-2}\rangle+|1\rangle/\sqrt3$ and $t_u=\sqrt{2/3}|2\rangle-|{-1}\rangle/\sqrt3$. They obey $L_{\mathbf n}t_u=t_u+\sqrt2e_u$, $L_{\mathbf n}e_u=\sqrt2t_u$, $L_{\mathbf n}t_v=-t_v-\sqrt2e_v$ and $L_{\mathbf n}e_v=-\sqrt2t_v$. The ladder coefficients then give

$$\begin{aligned}
Zt_v&=qe_u,& Yt_v&=\sqrt2(q+r)t_u-qe_u,\\
Ze_v&=-rt_u,& Ye_v&=-rt_u-\sqrt2(q+r)e_u,\\
Zt_u&=-\tfrac{p}{\sqrt2}|0\rangle,& Yt_u&=\big(\sqrt2r-\tfrac{p}{\sqrt2}\big)|0\rangle,\\
Ze_u&=r|0\rangle,& Ye_u&=-p|0\rangle,\\
Z|0\rangle&=\tfrac{p}{\sqrt2}t_v-qe_v,& Y|0\rangle&=\big(\sqrt2q-\tfrac{p}{\sqrt2}\big)t_v-pe_v .
\end{aligned}$$

The same two traces are now

$$\operatorname{tr}Y^\dagger GY=4p(q+r)^2+q^3+r^3+p^3+2p(q^2+r^2)-p^2(q+r),$$
$$\begin{aligned}
\operatorname{tr}Z^\dagger Zw^\dagger Z&=q^3+2r^3+\tfrac14p^3+\tfrac12pr(p+r)+\big(\tfrac12p^2+q^2\big)\big(\tfrac12p+q\big)\\
&=2(q^3+r^3)+\tfrac12p^3+\tfrac12p^2(q+r)+\tfrac12p(q^2+r^2).
\end{aligned}$$

Along both axes $\operatorname{tr}w^\dagger Z=p+2q+2r$, as second-order isotropy requires.

### The coefficient

Subtracting the $[001]$ energy from the $[111]$ energy leaves

$$\frac{\kappa_4}{3}=\tfrac32p^2(q+r)-\tfrac14p(q^2+r^2)-2pqr-\tfrac14(q^3+r^3).$$

Let $M=\Delta^2-D^2$. Then $q+r=2\Delta/M$, $qr=1/M$, $q^2+r^2=4\Delta^2/M^2-2/M$ and $q^3+r^3=8\Delta^3/M^3-6\Delta/M^2$. Substitution gives

$$\frac{\kappa_4}{3}=\frac{3}{2\Delta M}+\frac{\Delta}{2M^2}-\frac{2\Delta^3}{M^3}=\frac{3M^2+\Delta^2M-4\Delta^4}{2\Delta M^3},$$

$$\boxed{\kappa_4=-\frac{3D^2(7\Delta^2-3D^2)}{2\Delta(\Delta^2-D^2)^3}}$$

It vanishes at $D=0$, where the ion has full rotational symmetry. For $0<|D|<\Delta$ it is negative, so at this order the easy axes are of type $[111]$. It diverges as $|D|\to\Delta$, where an occupied level meets an empty one and the expansion fails.

### When the fourth order is not enough

The first allowed order need not dominate. For weak $D$, $\kappa_4\approx-\tfrac{21}{2}D^2/\Delta^5$ is quadratic in $D$, but the fifth order has a linear term.

To find it, evaluate $h$ in the occupied states at $D=0$. There $|m,\uparrow\rangle$ mixes only with $|m+1,\downarrow\rangle$. Put $x=\xi/\Delta$, $\mu=m+\tfrac12$ and $C_m=6-m(m+1)$. The gap is $\Delta(1-\mu x)$ and the coupling is $\xi\sqrt{C_m}/2$, so the minority weight is

$$P_m=\frac{C_mx^2}{4(1-\mu x)^2}-\frac{3C_m^2x^4}{16(1-\mu x)^4}+\dots$$

The diagonal elements of $h$ in the frame of $\mathbf n$ are $D[\tfrac25+\tfrac1{10}(1-5Q)f_m]$, with $f_m=1,-4,6,-4,1$. Moving weight from $m$ to $m+1$ changes $f$ by $-5,10,-10,5$ for $m=-2,\dots,1$. Only differences between opposite $\mu$ enter:

$$5(6x^3-9x^5)-10\big(3x^3-\tfrac{51}{2}x^5\big)=210x^5 .$$

The energy is $21Dx^5(1-5Q)$, hence $\kappa_5\approx-105D/\Delta^5$ for weak $D$. The ratio $\kappa_5\xi/\kappa_4$ is about $10\xi/D$. In this model and limit, fourth order dominates when $\xi\ll |D|/10$, a stronger condition than $\xi\ll\Delta$.

### What each derivation assumes

The rotation count allows any number of interacting electrons. It needs a nondegenerate ground state, an exchange part that turns rigidly with $\mathbf n$, and cubic symmetry. It gives no value for $\kappa_4$ and does not exclude zero.

The direct expansion assumes independent electrons, one filled spin shell and a single $\Delta$ for all orbitals. In return it gives sign and size. Degeneracy among its occupied orbitals is harmless, because the five-electron state is still unique.

Both fail when the electrons can choose among degenerate orbitals. Put one majority electron in $t_{2g}$, with $D>0$. For $[001]$ and $[111]$ the lowest first-order energy is the same, $-\xi/2$, but the selected orbitals are $|{-1}\rangle$ and $t_v$. The second-order energies, from virtual $e_g$ states of either spin, are

$$E[001]:\ -\frac{3\xi^2}{2(\Delta+D)},\qquad E[111]:\ -\frac{\xi^2}{2D}-\frac{\xi^2}{\Delta+D}.$$

Their difference is $E[111]-E[001]=-\xi^2\Delta/[2D(\Delta+D)]$. Anisotropy has appeared at second order because the starting orbital itself depends on $\mathbf n$.

### An octahedral Fe³⁺ ion

Rough typical values for Fe³⁺ in a spinel ferrite are $\xi=0.05$ eV, $D=1.5$ eV and $\Delta=3.5$ eV. The formula gives

$$\kappa_4\xi^4=-\frac{3(2.25)(79)}{7(10)^3}\,(6.25\times10^{-6})\ {\rm eV}=-0.476\ \mu{\rm eV}.$$

The fifth order adds $-0.196\ \mu$eV, and exact diagonalization gives $K_1=-0.670\ \mu$eV per ion. Fourth order alone thus supplies 71% of the model's $K_1$. Between $\xi=0.025$ and 0.05 eV the effective power is 4.22, raised above four mainly by the fifth-order term. For one $t_{2g}$ electron with the same parameters, $E[111]-E[001]$ is $-570\ \mu$eV.

With 20 ions per nm³, $K_1=-2150$ J/m³. A mean-field spin 5/2 with ordering temperature 900 K keeps 70% of this at 300 K, or $-1500$ J/m³. The path between neighbouring $[111]$ axes crosses $[110]$, where $Q=1/4$, so the barrier is $|K_1|V/12$. For $60\,k_BT$ at 300 K,

$$V=\frac{12\times60\times4.14\times10^{-21}\ {\rm J}}{1500\ {\rm J/m^3}}\approx2.0\times10^{-21}\ {\rm m^3},$$

a cube of edge about 130 nm, if the magnetization turns as one unit and cubic anisotropy alone provides the barrier. That condition is not met in practice. For a magnetization of 300 kA/m and an exchange stiffness of 5 to 10 pJ/m, the length over which exchange keeps the spins parallel against the dipole field is only about 9 to 13 nm. A cube ten times larger is not uniformly magnetized even at rest. The edge therefore shows how weak the cubic term is and is not a usable bit size.

Lithium ferrite is a real material close to this case. It also has Fe³⁺ ions on tetrahedral sites, where the cubic splitting is smaller and has the opposite sign. For $D=-0.67$ eV the fourth-order term of the simple model is $-0.06\ \mu$eV per ion, and the fifth-order term, now positive, cancels most of it. Its room-temperature $K_1$ is negative and roughly several thousand J/m³ in size. Independent electrons in a strong fixed exchange field give only a rough guide to the size. A full $d^5$ calculation without an exchange field, with Racah parameters $B=0.1$ eV and $C=0.4$ eV, and the same $D$ and $\xi$, gives a quartet 2.10 μeV above the doublet. This value is sensitive to the rough inputs: $B=0.08$ eV and $C=0.38$ eV give 4.1 μeV, raising $D$ to 1.7 eV as well gives 8.0 μeV, and $\xi=0.055$ eV alone gives 3.1 μeV. For a real ion it fixes only the order of magnitude. The figures below use 2.10 μeV. In the limit of an exchange field far below the multiplet energies, yet still strong enough to hold the spin, that means $K_1=-1.75\ \mu$eV, or $-5600$ J/m³ before thermal reduction, 2.6 times the simple model. The two calculations differ both in the Coulomb multiplets and in how the spin is held, so the factor 2.6 cannot be assigned to either change alone. A stronger exchange field reduces the size of $K_1$, noticeably even while the field is well below the multiplet energies. The mean field that goes with an ordering temperature of 900 K splits neighbouring $m$ levels by about 66 meV and already gives $K_1=-1.50\ \mu$eV, and a splitting of 0.5 eV gives $-0.61\ \mu$eV. Covalency and charge transfer remain outside both calculations.

Lower symmetry matters too. In the simple model, take a distortion field proportional to $(\mathbf u\cdot\mathbf L)^2$ with $\mathbf u$ along the site axis. A trigonal field of this form, which splits $t_{2g}$ by 100 meV and also mixes it with $e_g$, makes the energy of one site 0.92 μeV higher for a spin perpendicular to the site axis than for a spin along it. About 0.06 μeV of this is the cubic term of the undistorted ion. The small value is a near cancellation of two opposite contributions of more than 20 μeV, one from the splitting and one from the mixing, so another ratio of the two can give a much larger value. The second-order part of the axial energy cancels over the four body-diagonal site axes, and the average $K_1$ is $-0.676\ \mu$eV. Tetragonal film strain does not cancel between sites. A field of the same form along $[001]$ splits $t_{2g}$ by 10 meV and $e_g$ by 13 meV, and produces a uniaxial energy of 0.53 μeV, comparable with $K_1$. This small value is a near cancellation: either splitting alone would give 5 to 6 μeV, with opposite signs. A real strain with another ratio of the two splittings can therefore produce a uniaxial energy well above $K_1$. In a thin film with magnetization 300 kA/m, the shape energy of $5.7\times10^4$ J/m³ exceeds the room-temperature cubic term of the simple model by a factor of about 38. The numerical output lists most of these values and some further cases.

## Computed values

```
No symmetry: size of rank-k part at order k=1..4 (model units): 0.2958 0.0827 0.0329 0.0147
Cubic average of P_l, largest value, l=1..6: 0.000 0.000 0.000 0.409 0.000 0.363
Inputs: xi = 0.05 eV, D = 1.5 eV, Delta = 3.50 eV, B = 0.1 eV, C = 0.4 eV
p, q, r = 0.28571, 0.20000, 0.50000 1/eV
E2 coefficient, all axes = -1.68571 1/eV
[001]: tr(Y'GY) = 0.849324, tr(Z'Z w'Z) = 0.379162, E4 = 0.166831 1/eV^3
[111]: tr(Y'GY) = 0.824895, tr(Z'Z w'Z) = 0.347662, E4 = 0.141438 1/eV^3
Order 1: E_k[111]-E_k[001] = 0.000000 eV^0
Order 2: E_k[111]-E_k[001] = 0.000000 eV^-1
Order 3: E_k[111]-E_k[001] = 0.000000 eV^-2
Order 4: E_k[111]-E_k[001] = -0.025393 eV^-3
Order 5: E_k[111]-E_k[001] = -0.209207 eV^-4
Order 6: E_k[111]-E_k[001] = 0.032274 eV^-5
Weak D = 0.05 eV: kappa5 from levels = -0.010003 1/eV^4
Weak D = 0.05 eV: kappa5 from formula = -0.009996 1/eV^4
K1, fourth-order formula = -0.4761 microeV per ion
K1, order-5 contribution = -0.1961 microeV per ion
K1, order-6 contribution = 0.0015 microeV per ion
K1, order-7 contribution = 0.0008 microeV per ion
K1, exact diagonalization = -0.6699 microeV per ion
K2, exact diagonalization = -0.00000 microeV per ion
Local exponent of K1 in xi, 0.025 to 0.05 eV = 4.2237
One t2g electron: E[111]-E[001] exact = -570.4 microeV
One t2g electron: second-order formula = -583.3 microeV
Octahedral ion density = 20 per nm^3
K1, fourth order only = -1526 J/m^3
K1, exact diagonalization = -2147 J/m^3
Magnetization used = 300 kA/m
Anisotropy field scale 2|K1|/Ms = 14.31 mT
Full d5 multiplets: quartet minus doublet = 2.1049 microeV
Full d5 multiplets: K1, fourth order only = -1.4701 microeV per ion
Full d5 multiplets: K1, all orders = -1.7541 microeV per ion
Full d5 multiplets: K1, all orders = -5621 J/m^3
Full d3 multiplets (S=3/2): ground splitting below 1e-11 eV: True
Trigonal t2g splitting used = 100 meV
Trigonal site: E(perp)-E(axis) = 0.919 microeV per ion
Trigonal sites, four-axis average: K1 = -0.6762 microeV per ion
Tetragonal t2g splitting used = 10 meV
Tetragonal strain: E[100]-E[001] = -0.5255 microeV per ion
Tetrahedral ion (D -> -4D/9): K1 = -0.0135 microeV per ion
T = 300 K, ordering temperature = 900 K, reduced moment = 0.9633
Thermal factor of K1 = 0.6991; K1(T) = -1501 J/m^3
Cube edge for |K1(T)|V/12 = 60 kT: 126 nm
Thin-film shape energy mu0 Ms^2/2 = 56549 J/m^3
```
